Starting-Point Dependence of G0W0 from a Hybrid Functional

In a benzene calculation that starts from PBE exchange and correlation, replacing all of the semilocal exchange by Fock exchange widens the gap between the highest occupied and lowest empty orbital (HOMO and LUMO) from 5.42 to 13.15 eV. The one-shot quasiparticle gap, G0W0, computed from the same two starting points changes from 11.03 to 12.10 eV. In the small basis used here, about 14 percent of the 7.73 eV change survives. Two things need explaining: why most of the starting point drops out, and by which routes the rest gets through.

The molecule is a planar regular hexagon with C–C and C–H distances of 1.39 and 1.09 angstrom, treated with all electrons in the 6-31G basis. This small basis lacks diffuse functions. The energies, including that of the LUMO, whose G0W0 value lies above zero, illustrate the equations and are neither converged values nor a substitute for measurement. Their dependence on the basis is not examined. Within this basis, exact integrals and a finer integration grid move the quasiparticle levels by up to 0.002 eV, so third decimals serve only to follow the arithmetic. The algebra uses atomic units, real orbitals φ_n and a closed shell. Indices i, a and m denote occupied, empty and arbitrary orbitals.

A global hybrid with Fock fraction α has the energy

E_xc = α E_x^F + (1−α) E_x + E_c,

where E_x and E_c are semilocal, here those of PBE. With the spin-summed density matrix γ(r,r') = 2 Σ_i φ_i(r)φ_i(r'), the Fock energy is

E_x^F = −¼ ∬ γ(r,r')² / |r−r'| dr dr'.

Let the occupation of orbital n change by δf, shared equally between the spins, with all orbitals fixed. Then δγ = δf φ_n(r)φ_n(r'). Differentiating the square gives a factor 2, so

∂E_x^F/∂f_n = −½ ∬ φ_n(r) γ(r,r') φ_n(r') / |r−r'| dr dr' = <n|Σx|n>,

Σx(r,r') = −½ γ(r,r') / |r−r'|.

The semilocal terms give the expectation values of their functional derivatives v_x and v_c, because the density changes by δf φ_n². The operator in the hybrid one-particle equation is therefore

v_hyb = α Σx + (1−α) v_x + v_c.

For the PBE0 HOMO (α = 0.25), a finite difference of the energy with respect to occupation and the expectation value of v_hyb both give −14.600 eV. The Fock part thus belongs to the starting potential as much as the local part does.

Let h be the kinetic energy plus the nuclear attraction, and v_H the Hartree potential of the starting density. The starting Green's function and the one containing the self-energy Σ obey

G0⁻¹(ω) = ω − h − v_H − v_hyb,
G⁻¹(ω) = ω − h − v_H − Σ(ω).

The same v_H stands in both lines because the density is not updated. Subtraction gives

G⁻¹(ω) = G0⁻¹(ω) − [Σ(ω) − v_hyb].

In the basis of starting orbitals G0⁻¹ is diagonal, with elements ω − ε_n. If the off-diagonal elements of Σ − v_hyb are neglected, G has a pole where the diagonal element of G⁻¹ vanishes. With Σ = Σx + Σc this is

E_n = ε_n + <n| Σx + Σc(E_n) − α Σx − (1−α) v_x − v_c |n>.

Collecting the exchange terms makes the role of α visible:

E_n = ε_n + (1−α) <n|Σx − v_x|n> + <n|Σc(E_n) − v_c|n>.

At α = 0 this is the equation for a semilocal start. At α = 1 the exchange correction vanishes and only correlation is exchanged for correlation.

For the PBE0 HOMO the expectation values of Σx, v_x and v_c are −16.252, −12.263 and −1.340 eV. The two parts to be subtracted are

Fock: 0.25 × (−16.252) = −4.063 eV,
local: 0.75 × (−12.263) − 1.340 = −10.537 eV.

With ε = −7.086 eV and Σc(E) = 0.480 eV,

E = −7.086 − 16.252 + 0.480 + 4.063 + 10.537 = −8.258 eV.

For the LUMO the same sum runs 0.302 − 8.256 − 1.288 + 2.064 + 10.360 = 3.18 eV. If the local part alone were subtracted, αΣx would be counted twice. In the linearized equation derived below, this would move the HOMO by −3.63 eV and the LUMO by −1.86 eV. The error differs between levels, so it spoils the gap as well, by 1.76 eV.

The starting eigenvalue can be eliminated. By the hybrid equation itself, ε_n = <n|h + v_H + v_hyb|n>, and hence

E_n = S_n + Σc,n(E_n), S_n = <n|h + v_H + Σx|n>.

Here Σc,n denotes <n|Σc|n>. In S_n the fraction α no longer appears, nor do v_x, v_c or any eigenvalue. At fixed orbitals S_n is the same for every α. This is the first half of the explanation: the large and direct effect of α on ε_n is removed by the subtraction. For the PBE0 HOMO, S = −8.738 eV, and adding Σc = 0.480 eV again gives −8.258 eV. What remains of α acts through the orbitals, which enter S_n and Σc, and through the starting energies, which enter Σc alone. Those energies appear there twice, in G0 and in W0, so there are three routes in all.

To follow the two energy routes, Σc is needed explicitly. Write the Coulomb integrals as scalar products of real vectors, (pq|rs) = L_pqᵀ L_rs, as density fitting supplies them. A pair with gap Δ_ia = ε_a − ε_i responds at imaginary frequency iν with the factor

2 [1/(iν − Δ_ia) − 1/(iν + Δ_ia)] = −4 Δ_ia / (Δ_ia² + ν²),

the leading 2 being the spin sum. The polarization in the space of the vectors L is then

Π(iν) = −4 Σ_ia L_ia L_iaᵀ Δ_ia / (Δ_ia² + ν²).

In the random-phase approximation (RPA) the electrons respond to the total potential. This total is the bare interaction plus the potential of the induced charge, so W = 1 + ΠW, and hence

W = (1 − Π)⁻¹.

The bare interaction is the unit matrix in this space, and the correlation part is Wc = W − 1.

To find the poles of Wc, let the matrix B have columns L_ia √Δ_ia, let Δ be the diagonal matrix of gaps, and put z = iν. Then Π = 4B(z² − Δ²)⁻¹Bᵀ. The identity

[1 − 4B D⁻¹ Bᵀ]⁻¹ = 1 + 4B (D − 4BᵀB)⁻¹ Bᵀ, D = z² − Δ²,

can be confirmed by multiplying the right side by 1 − 4BD⁻¹Bᵀ. With X = D − 4BᵀB, the terms beyond 1 are 4B[X⁻¹ − D⁻¹ − X⁻¹(4BᵀB)D⁻¹]Bᵀ. Since 4BᵀB = D − X, the last term in the bracket is −X⁻¹(D − X)D⁻¹ = −X⁻¹ + D⁻¹, and the bracket vanishes. Now diagonalize Δ² + 4BᵀB, with eigenvalues Ω_s² and normalized eigenvectors u_s:

Wc(z) = Σ_s 2Ω_s V_s V_sᵀ / (z² − Ω_s²), V_s = √(2/Ω_s) B u_s.

The Ω_s are the RPA excitation energies, and w_nm,s = L_nmᵀ V_s is the coupling of the orbital pair nm to excitation s.

The self-energy is the frequency convolution Σc(ω) = (i/2π) ∫ G0(ω+ω') Wc(ω') dω'. For ω between HOMO and LUMO, the poles in ω' lie in the second and fourth quadrants, so the contour can be turned to ω' = iν without crossing any. The substitution dω' = i dν turns the prefactor into −1/2π. Put x = ω − ε_m. Because Wc is even in ν, 1/(x+iν) may be replaced by x/(x²+ν²), and

Σc,n(ω) = Σ_ms (Ω_s w²_nm,s / π) ∫ x dν / [(x²+ν²)(ν²+Ω_s²)],

with ν running from −∞ to ∞. The integral equals x π / [|x| Ω_s (|x|+Ω_s)], which leaves w² sgn(x)/(|x|+Ω_s) for each term. For occupied m, x is positive; for empty m, it is negative. Both cases are covered by

Σc,n(ω) = Σ_ms w²_nm,s / (ω − p_ms),
p_is = ε_i − Ω_s, p_as = ε_a + Ω_s.

This rational function continues the result to other energies. As a test, it was compared with numerical integration over ν using direct inversion of 1 − Π, at midgap and at a complex energy. The largest difference was about 3 × 10⁻⁹ eV.

Between the highest p_is and the lowest p_as there are no poles. There the function E − S_n − Σc,n(E) has the derivative 1 + Σ_ms w²_nm,s/(E − p_ms)², which is at least 1. The interval therefore holds at most one root, and the frontier levels reported here are roots of this kind. For deep levels the root may lie among the poles, where several solutions share the spectral weight and a single E_n loses its meaning.

Define

Z_n = 1/(1 − Σc,n') = 1 / [1 + Σ_ms w²_nm,s/(E − p_ms)²].

Expanding Σc about ε_n gives E_n − ε_n = <Σ(ε_n) − v_hyb> + Σc'(E_n − ε_n), hence

E_n ≈ ε_n + Z_n <n|Σ(ε_n) − v_hyb|n>,

with Z_n taken at ε_n. For the PBE0 HOMO, −7.086 + 0.8924 × (−16.252 + 0.335 + 14.600) = −8.26 eV, which is within 0.01 eV of the full root. For the LUMO the linearized value is too high by 0.016 eV. An extra αΣx inside the bracket would be multiplied by the same Z_n, which gives the double-counting errors quoted above.

The first energy route is G0. Keep S_n, the couplings and all Ω_s fixed, and shift one level ε_m. Its poles shift with it, so differentiating the quasiparticle equation gives

dE_n = Σc,n' dE_n + Σ_s w²_nm,s/(E_n − p_ms)² dε_m,

∂E_n/∂ε_m = Z_n Σ_s w²_nm,s/(E_n − p_ms)²,

with Z_n now taken at E_n. Each weight is nonnegative. Summed over m, they give Z_n(−Σc') = Z_n(1/Z_n − 1) = 1 − Z_n. A rigid shift c of all starting levels leaves every Δ_ia, and so W0, unchanged. It moves E_n by (1 − Z_n)c to first order. Even a constant added to the starting potential is therefore not wholly forgotten, since it displaces the poles of G0 while S_n stays where it was. Finite shifts of the levels confirmed both response formulas.

For the PBE start, Z is 0.846 for both frontier levels. The HOMO has total weights 0.112 on the occupied and 0.042 on the empty levels; for the LUMO they are 0.033 and 0.121. If all occupied levels go down by d and all empty levels up by u, the gap changes by

(0.112 − 0.033) d + (0.121 − 0.042) u ≈ 0.08 (d + u).

Two things thus limit this route: 1 − Z is small, and part of each weight pulls HOMO and LUMO in the same direction. Going from PBE to α = 0.5 widens the starting gap by 3.92 eV. If every level shifted as the frontier level on its side does, G0 would pass on about 0.3 eV of this.

The second energy route is W0. From W⁻¹ = 1 − Π and δ(W W⁻¹) = 0 it follows that

δW = W δΠ W,

and differentiating Δ/(Δ²+ν²) at fixed orbitals gives

δΠ = 4 Σ_ia L_ia L_iaᵀ (Δ_ia² − ν²)/(Δ_ia² + ν²)² δΔ_ia.

At ν = 0, widening all gaps makes δΠ, and hence δW, positive semidefinite. A finite widening is a succession of such steps, so the static W rises toward the bare interaction. At frequencies above all gaps the sign is reversed: there a larger gap makes Π more negative. The statement that larger gaps weaken screening is thus secure in the static limit and is not a rule for all frequencies. Both orderings were tested with the PBE orbitals and the level energies of PBE and α = 0.5, the levels being matched by orbital overlap.

The HOMO's repulsion with itself, (nn|W|nn), shows the size of the effect. With PBE orbitals it is 8.92 eV unscreened. Static screening lowers it to 7.07 eV with PBE gaps, but only to 7.31 eV with the α = 0.5 gaps. The reduction by screening shrinks from 1.86 to 1.61 eV, or by 13 percent.

One part of the effect on the levels can be identified in the limit where every Ω_s is much larger than |E_n − ε_m|. Then 1/(E_n − p_ms) tends to +1/Ω_s for occupied and −1/Ω_s for empty m. Since the static matrix element is Wc,nm(0) = −2 Σ_s w²_nm,s/Ω_s,

Σc,n ≈ −½ Σ_i Wc,ni(0) + ½ Σ_a Wc,na(0).

The term m = n is half the screening of the orbital's own repulsion. Because Wc,nn(0) is negative, this term raises an occupied level and lowers an empty one: the surroundings polarize and make both removal and addition of an electron cheaper. Weaker screening reduces this gain, so this term opens the gap. For the HOMO the term changes in this limit by −½ × 0.25 ≈ −0.12 eV between the two sets of gaps; in the pole sum, taken at the quasiparticle energy of the PBE start, the same term changes by −0.155 eV. This describes one term, not the full shift. For the HOMO, |E_n − ε_m| is not small compared with all Ω_s when m is empty. The static limit then overstates the change in the empty-level terms, which opposes that in the occupied ones, and the sum over all m misses the HOMO's shift almost entirely: the static occupied and empty terms change by −0.38 and +0.39 eV, whereas in the pole sum at fixed energy they change by −0.35 and +0.10 eV. The size of the W0 effect therefore has to be taken from the full pole sum.

For a finite change of α, the three routes can be separated by switching orbitals, G0 energies and W0 energies one at a time from their PBE to their α = 0.5 values. The effect of a switch depends on what has been switched before. Along any of the six orders the three steps add up to the total change, and so do their averages. These averages, in eV, are

orbitals: HOMO −0.12, LUMO −0.12, gap 0.00;
G0 energies: HOMO −0.14, LUMO +0.14, gap +0.27;
W0 energies: HOMO −0.19, LUMO +0.23, gap +0.42;
total: HOMO −0.44, LUMO +0.25, gap +0.69.

This step covers 0.69 of the 1.07 eV by which the G0W0 gap changes between α = 0 and 1. On average, screening is the largest contribution to the gap change in this step, followed by the energies in G0. Their order dependence is not negligible: over the six orders the W0 part ranges from 0.34 to 0.49 eV and the G0 part from 0.20 to 0.34 eV. When the energies in G0 are switched before those in W0, the two parts are nearly equal. The orbital part of the gap stays within about 0.02 eV of zero.

The orbitals themselves hardly change. The α = 0.5 HOMO has 99.94 percent of its weight in the degenerate PBE HOMO pair, and only 0.006 of the 42 electrons lie outside the PBE occupied space. Yet this small change lowers both frontier levels by about 0.12 eV. A gap that is insensitive to the orbitals therefore does not imply that the ionization energy is. The cancellation is a result for this molecule, this basis and this step in α; nothing in the equations requires it. Since α reaches S_n only through the orbitals, a system in which it changes their localization or order needs its own separation of the three routes.

The sensitivity also falls as α grows. The G0W0 gap rises by 0.41 eV from α = 0 to 0.25, by 0.28 eV from 0.25 to 0.5, and by 0.38 eV over the twice longer step from 0.5 to 1. The starting gap meanwhile grows almost linearly. A factor in each energy route decreases along the way. For the HOMO, 1 − Z drops from 0.154 to 0.058, which reduces the response to G0, and at ν = 0 the derivative of Π with respect to a gap falls as 1/Δ².

One might choose α so that the quasiparticle correction vanishes. For the HOMO the correction E − ε is −0.30 eV at α = 0.5 and +1.53 eV at α = 1, so it passes through zero between them. For the LUMO it is still +2.08 and +0.48 eV at these two points. In this basis, making one level consistent with its starting eigenvalue thus does not make the other so. How far apart the two values of α lie depends on the unconverged level energies and may differ in a larger basis, but nothing in the equations makes them coincide. Nor would such agreement measure accuracy: the neglected off-diagonal elements, vertex corrections and self-consistency remain neglected at every α. The spread over α measures how strongly the one-shot result depends on its input, and is not a bound on its error. The numerical output below lists the values for all four starting points.

Numbers as computed

```
Benzene: C-C 1.39 angstrom, C-H 1.09 angstrom, basis 6-31G
Occupied orbitals 21, all orbitals 66, fitting functions 558
1 hartree = 27.211386 eV
alpha=0.00 start: HOMO -6.024, LUMO -0.607, gap 5.417 eV
  G0W0: HOMO -8.000, LUMO 3.029, gap 11.029 eV; Z(HOMO) 0.8460, Z(LUMO) 0.8461
  HOMO self-repulsion: bare 8.921, statically screened 7.065 eV
alpha=0.25 start: HOMO -7.086, LUMO 0.302, gap 7.388 eV
  G0W0: HOMO -8.258, LUMO 3.183, gap 11.441 eV; Z(HOMO) 0.8870, Z(LUMO) 0.8907
  HOMO self-repulsion: bare 8.862, statically screened 7.185 eV
alpha=0.50 start: HOMO -8.139, LUMO 1.194, gap 9.333 eV
  G0W0: HOMO -8.443, LUMO 3.278, gap 11.721 eV; Z(HOMO) 0.9124, Z(LUMO) 0.9172
  HOMO self-repulsion: bare 8.806, statically screened 7.279 eV
alpha=1.00 start: HOMO -10.219, LUMO 2.930, gap 13.149 eV
  G0W0: HOMO -8.693, LUMO 3.406, gap 12.100 eV; Z(HOMO) 0.9421, Z(LUMO) 0.9473
  HOMO self-repulsion: bare 8.702, statically screened 7.417 eV
Range over alpha: starting gap 7.732 eV, G0W0 gap 1.071 eV
PBE0 HOMO: Sigma_x -16.252, v_x -12.263, v_c -1.340 eV
  subtracted: Fock -4.063, local -10.537, total -14.600 eV
  static part S -8.738, Sigma_c(E) 0.480, E -8.258 eV
  linearized: Sigma_c(eps) 0.335 eV, Z(eps) 0.8924, E -8.262 eV
  Fock subtraction omitted: linearized error -3.626 eV
PBE0 LUMO: Sigma_x -8.256, v_x -12.104, v_c -1.282 eV
  subtracted: Fock -2.064, local -10.360, total -12.424 eV
  static part S 4.470, Sigma_c(E) -1.288, E 3.183 eV
  linearized: Sigma_c(eps) -0.959 eV, Z(eps) 0.9028, E 3.199 eV
  Fock subtraction omitted: linearized error -1.863 eV
Occupation derivative of hybrid E_xc, HOMO: -14.600 eV
Largest frontier eigenvalue fitting error: 0.00029 eV
Largest self-energy quadrature difference: 3.23e-09 eV
PBE to alpha=0.50, orbital change:
  HOMO weight in PBE HOMO pair 0.99942; electrons outside PBE occupied space 0.0058
  smallest increase of a matched pair gap 3.916 eV
  PBE-orbital HOMO static W: PBE gaps 7.065, alpha=0.50 gaps 7.311 eV
PBE HOMO response to G0 levels: occupied 0.1117, empty 0.0424, sum 0.1540
PBE LUMO response to G0 levels: occupied 0.0330, empty 0.1208, sum 0.1539
PBE to alpha=0.50, mean contributions over six switching orders (eV):
  orbitals: HOMO -0.116, LUMO -0.115, gap 0.002; gap range -0.017 to 0.022
  G0 energies: HOMO -0.138, LUMO 0.135, gap 0.273; gap range 0.204 to 0.344
  W0 energies: HOMO -0.189, LUMO 0.228, gap 0.416; gap range 0.343 to 0.492
  total: HOMO -0.443, LUMO 0.249, gap 0.692
```
